# Ginzburg interval of a short-range Landau ferroelectric in three dimensions

## Scaling fixes the form

Consider a ferroelectric with a one-component polarization \(P(\mathbf r)\), a continuous transition and short-range interactions. Its Landau free energy is

\[
F=\int d^3r\left[\frac a2P^2+\frac b4P^4+\frac g2(\nabla P)^2\right],\qquad a=\alpha t,\qquad t=\frac{T-T_c}{T_c},
\]

with \(\alpha,b,g>0\). The fluctuations are treated as classical, which requires \(\hbar\omega\ll k_BT\) for the modes that matter. The long-range dipolar energy is omitted, which is a strong simplification for a real ferroelectric; its effect is examined at the end.

Above \(T_c\), the gradient and quadratic terms balance at the correlation length

\[
\xi=\sqrt{g/a}=\xi_0t^{-1/2},\qquad \xi_0=\sqrt{g/\alpha}.
\]

The amplitude \(\xi_0\) is a constant of the material; \(\xi\) diverges at \(T_c\). Now set \(\mathbf r=\xi\mathbf x\) and \(P=s\phi\), and choose \(s^2=k_BT/(g\xi)\). The coefficients in \(F/k_BT\) become

\[
\text{gradient: }\frac{g s^2\xi}{2k_BT}=\frac12,\qquad
\text{quadratic: }\frac{a s^2\xi^3}{2k_BT}=\frac{a\xi^2}{2g}=\frac12,
\]

\[
\text{quartic: }\frac{b s^4\xi^3}{4k_BT}=\frac{b k_BT\,\xi}{4g^2}\equiv\frac u4 .
\]

Apart from the short-wavelength cutoff, one number remains. Near the transition \(T\) may be replaced by \(T_c\) in the prefactor, so that

\[
u=\frac{b k_BT_c}{g^{3/2}(\alpha t)^{1/2}} .
\]

The coefficient \(b\) can be exchanged for a thermal quantity. Below \(T_c\), minimizing \(aP^2/2+bP^4/4\) gives \(P_0^2=\alpha|t|/b\) and the free-energy density \(-\alpha^2t^2/(4b)\). Since \(c=-T\,\partial^2f/\partial T^2\), the Landau heat capacity per volume jumps at \(T_c\) by

\[
\Delta C=\frac{\alpha^2}{2bT_c}.
\]

Substituting \(b=\alpha^2/(2T_c\Delta C)\) and \((\alpha/g)^{3/2}=\xi_0^{-3}\) gives

\[
u=\frac{k_B}{2\Delta C\,\xi_0^3\sqrt t}.
\]

Landau theory is the limit of small \(u\). It loses control when \(u\) reaches some fixed number, and solving for \(t\) gives

\[
t\sim\left(\frac{k_B}{\Delta C\,\xi_0^3}\right)^2 .
\]

One correlation volume supplies \(\xi_0^3\). The square comes from \(u\propto t^{-1/2}\). Hence the width scales as \(\xi_0^{-6}\), provided \(T_c\) and \(\Delta C\) are held fixed. The numerical prefactor requires the first fluctuation correction.

## First correction to the heat capacity

Above \(T_c\), keep the quadratic terms. A real mode of amplitude \(A\) has energy \((a+gq^2)A^2/2\). Its Gaussian integral is \([2\pi k_BT/(a+gq^2)]^{1/2}\), so it contributes \((k_BT/2)\ln(a+gq^2)\) to the free energy, plus a term independent of \(a\) that is smooth in \(T\). Summing over modes up to a cutoff,

\[
f_{\rm fl}=\frac{k_BT}{2}J(a),\qquad
J(a)=\int\!\frac{d^3q}{(2\pi)^3}\ln(a+gq^2).
\]

Because \(da/dT=\alpha/T_c\),

\[
-T\frac{\partial^2f_{\rm fl}}{\partial T^2}
=-k_BT\frac{\alpha}{T_c}J'(a)-\frac{k_BT^2}{2}\frac{\alpha^2}{T_c^2}J''(a).
\]

With a cutoff, \(J'=\int(a+gq^2)^{-1}\) stays finite as \(a\to0\), so its term does not diverge at \(T_c\). It does change the jump: below \(T_c\) the curvature has slope \(-2\alpha\) in \(t\), so this term doubles and changes sign, adding \(3k_B\alpha J'(0)\) to \(\Delta C\). This corresponds to the cutoff-dependent change of \(\alpha\) found in the next section, and \(\alpha\) and \(\Delta C\) in the criterion are to be read as including it. The divergence comes from \(-J''\). With \(q=\sqrt{a/g}\,x\), and the cutoff sent to infinity because the integral converges,

\[
-J''=\frac1{2\pi^2}\int_0^\infty\frac{q^2dq}{(a+gq^2)^2}
=\frac{1}{2\pi^2g^{3/2}a^{1/2}}\int_0^\infty\frac{x^2dx}{(1+x^2)^2}.
\]

Integration by parts gives

\[
\int_0^\infty\frac{x^2dx}{(1+x^2)^2}
=\left[-\frac{x}{2(1+x^2)}\right]_0^\infty+\frac12\int_0^\infty\frac{dx}{1+x^2}=\frac\pi4 .
\]

Therefore \(-J''=1/(8\pi g^{3/2}a^{1/2})\), and at leading order near \(T_c\)

\[
c_+=\frac{k_B\alpha^2}{16\pi g^{3/2}(\alpha t)^{1/2}}
=\frac{k_B}{16\pi\xi_0^3}\,t^{-1/2}.
\]

The Ginzburg criterion used here sets this singular correction equal to the Landau jump, \(c_+=\Delta C\):

\[
\boxed{t_G=\left(\frac{k_B}{16\pi\,\Delta C\,\xi_0^3}\right)^2,\qquad \Delta T_G=T_ct_G.}
\]

Comparison with the scaling form gives \(u=8\pi\sqrt{t_G/t}\). This is a crossover estimate. The Gaussian formula is controlled only far above \(t_G\), and it is being extrapolated to the point where its correction is no longer small. Hartree self-consistency alone multiplies \(c_+\) by \((1+9t_G/t)^{-1/2}\), about 0.3 at \(t_G\) and 0.9 at \(30t_G\). The expansion about \(T_c\) also needs \(t\ll1\), so a useful Landau region requires \(t_G\ll t\ll1\).

Below \(T_c\), the curvature at the minimum is \(a+3bP_0^2=a-3a=2\alpha|t|\). The fluctuations shift the minimum at first order, but the Landau energy is stationary there, so this shift does not enter the first correction. Apart from the shift of \(T_c\), the relative change of \(P_0^2\) is \(6\sqrt2\sqrt{t_G/|t|}\), which is small only for \(|t|\gg72t_G\). Compared with the result above \(T_c\) at equal \(|t|\), the squared temperature slope of the curvature is four times larger, and the factor (curvature)\(^{-1/2}\) is smaller by \(\sqrt2\). Thus

\[
c_-=2\sqrt2\,\frac{k_B}{16\pi\xi_0^3}|t|^{-1/2},
\]

and \(c_-=\Delta C\) at \(|t|=(2\sqrt2)^2t_G=8t_G\). This is again an extrapolation: the next order below \(T_c\) adds \(-12\,\Delta C\,t_G/|t|\), which exceeds \(c_-\) in size at that point. Both amplitudes were tested by finite differences of the Gaussian free energy.

## First correction to the susceptibility

A different observable gives a different width. Write \(P=\bar P+\delta P\) above \(T_c\). At first order in \(b\), the quartic energy contributes

\[
\frac b4\,6\bar P^2\langle\delta P^2\rangle=\frac12\left(3b\langle\delta P^2\rangle\right)\bar P^2,
\]

so the inverse susceptibility is \(\chi^{-1}=a+3b\langle\delta P^2\rangle\). Equipartition gives

\[
\langle\delta P^2\rangle=k_BT\int\!\frac{d^3q}{(2\pi)^3}\frac1{a+gq^2}.
\]

Subtract and add the integrand at \(a=0\):

\[
\frac1{a+gq^2}=\frac1{gq^2}-\frac{a}{gq^2(a+gq^2)}.
\]

The first term depends on the cutoff. It lowers the transition temperature and, because it is multiplied by \(k_BT\), also changes the slope of \(\chi^{-1}\) with temperature. From here on in this section, \(t=(T-T_c)/T_c\) uses the shifted \(T_c\), and \(\alpha\) is the leading slope of \(\chi^{-1}\) against this \(t\); using the shifted values inside the correction changes only higher orders in \(b\). The second term gives

\[
-\frac{k_BT_c}{2\pi^2}\frac ag\int_0^\infty\frac{dq}{a+gq^2}
=-\frac{k_BT_c}{2\pi^2}\frac ag\frac{\pi}{2\sqrt{ag}}
=-\frac{k_BT_c\sqrt a}{4\pi g^{3/2}} .
\]

Multiplying by \(3b\) and dividing by \(a\) gives a relative correction \(-3u/(4\pi)\), so

\[
\chi^{-1}=\alpha t\left[1-6\sqrt{\frac{t_G}{t}}+\cdots\right].
\]

The correction equals the leading term in size at \(t=36t_G\). The zero of the truncated bracket is not another transition; it marks the point where the expansion has failed. If the correction must be no larger than a fraction \(\epsilon\) of the Landau value, the condition is \(t\ge36t_G/\epsilon^2\). Accuracy therefore demands a much wider margin than the nominal Ginzburg interval.

## Fluctuations of the order parameter

Below \(T_c\), one can instead compare \(P_0^2\) with the variance of \(P\) averaged over a sphere. Take its radius to be \(\xi_-=\sqrt{g/(2|a|)}=\xi_0/\sqrt{2|t|}\), and its volume \(V=4\pi\xi_-^3/3\).

The Gaussian correlation function \(G\) obeys \(g(\kappa^2-\nabla^2)G=k_BT\delta(\mathbf r)\), with \(\kappa=1/\xi_-\). Its double average over the sphere is \(k_BT\bar\psi/(gV)\). Here \((\kappa^2-\nabla^2)\psi\) equals one inside the sphere and zero outside, and \(\bar\psi\) is the mean of \(\psi\) inside. The regular interior solution is

\[
\psi=\kappa^{-2}\left[1-A\frac{\sinh\kappa r}{\kappa r}\right],
\]

while outside \(\psi\propto e^{-\kappa r}/r\). At \(\kappa r=1\) the outside solution has \(r\psi'=-2\psi\). Continuity of \(\psi\) and \(\psi'\) then requires

\[
A(\cosh1-\sinh1)=2(1-A\sinh1),
\]

so \(A(\cosh1+\sinh1)=2\) and \(A=2/e\). The mean of \(\sinh(\kappa r)/(\kappa r)\) over the sphere is

\[
3\int_0^1x\sinh x\,dx=3(\cosh1-\sinh1)=\frac3e .
\]

With \(g\kappa^2=2|a|\), the variance is

\[
\langle\delta P_V^2\rangle=\frac{k_BT}{2|a|V}\,\lambda,\qquad \lambda=1-\frac6{e^2}\approx0.188 .
\]

The factor \(\lambda\) would approach one for a sphere much larger than \(\xi_-\). Dividing by \(P_0^2=|a|/b\), and using \(b/\alpha^2=1/(2T_c\Delta C)\),

\[
\frac{\langle\delta P_V^2\rangle}{P_0^2}
=\frac{k_B\lambda}{4\Delta C\,t^2}\,\frac{3(2|t|)^{3/2}}{4\pi\xi_0^3}
=6\sqrt2\,\lambda\sqrt{\frac{t_G}{|t|}} .
\]

This ratio is one at \(|t|=72\lambda^2t_G\approx2.54t_G\). The number depends strongly on the chosen radius: half of \(\xi_-\) gives about \(21t_G\), and twice \(\xi_-\) about \(0.19t_G\). The criteria considered here thus range from \(t_G\) to \(36t_G\), but all carry the same power of \(\xi_0\).

## Numbers for a model ferroelectric

Take round effective parameters for the short-range model, with the cutoff-dependent changes of \(T_c\), \(\alpha\) and \(\Delta C\) already included; for a cutoff near 0.4 bohr\(^{-1}\) these changes are comparable to the values themselves. In Hartree atomic units they are \(k_BT_c=0.00125\) hartree, \(\alpha=0.05\), \(b=2000\) and \(g=5\). Then \(T_c\approx395\) K, and

\[
\xi_0=\sqrt{5/0.05}=10\ \text{bohr}\approx0.53\ \text{nm},
\]

\[
\frac{\Delta C}{k_B}=\frac{0.05^2}{2(2000)(0.00125)}=5\times10^{-4}\ \text{bohr}^{-3}.
\]

The product \(\Delta C\xi_0^3\) is \(0.5k_B\), so

\[
t_G=\left(\frac1{16\pi(0.5)}\right)^2\approx1.6\times10^{-3},\qquad \Delta T_G\approx0.6\ \text{K}.
\]

The sphere criterion gives about 1.6 K, the heat capacity below \(T_c\) gives 5 K, and the susceptibility gives about 22.5 K. The interval is therefore known in order of magnitude at best, unless the observable is specified. A susceptibility correction of 10% would formally require \(t=3600t_G\approx5.7\), far outside \(t\ll1\). In this example the small heat-capacity interval does not guarantee an accurate Landau susceptibility.

Changing \(g\) alone tests the sixth power at fixed jump and \(T_c\):

| \(\xi_0\) (bohr) | \(t_G\) | \(\Delta T_G\) (K) |
|---:|---:|---:|
| 5 | \(1.0\times10^{-1}\) | 40 |
| 10 | \(1.6\times10^{-3}\) | 0.62 |
| 20 | \(2.5\times10^{-5}\) | 0.0098 |

Each doubling of \(\xi_0\) narrows the interval of the leading formula by \(2^6=64\). The first row is only indicative: keeping the factor \((T/T_c)^2\) moves 40 K to 38 K with a cutoff of 0.42 bohr\(^{-1}\), to 51 K with 0.79 bohr\(^{-1}\) and to 94 K without a cutoff. At 5 bohr, \(8t_G\approx0.8\) and \(36t_G\approx3.6\), so the condition \(t\ll1\) has failed for those criteria, and their values mean only that no clear Landau region is predicted.

## Which length, and what is held fixed

The sixth power refers to \(\xi_0\). The Landau correlation length, extrapolated to the upper edge of the interval, is

\[
\xi_G=\frac{\xi_0}{\sqrt{t_G}}=\frac{16\pi\Delta C\,\xi_0^4}{k_B},
\]

about 250 bohr in the example with \(\xi_0=10\) bohr. At fixed \(\Delta C\), \(\xi_0\propto\xi_G^{1/4}\), and therefore \(t_G\propto\xi_G^{-3/2}\).

The condition on \(\Delta C\) also matters. From \(u=8\pi\sqrt{t_G/t}\) and the first expression for \(u\),

\[
t_G=\frac{b^2(k_BT_c)^2}{64\pi^2\alpha g^3}.
\]

If \(\alpha\) changes while \(g,b,T_c\) are fixed, then \(\alpha=g/\xi_0^2\) and \(t_G\propto\xi_0^{+2}\). The jump now falls as \(\xi_0^{-4}\), which outweighs the growth of the correlation volume. Numerically, raising \(\xi_0\) from 5 to 20 bohr in this way increases \(t_G\) from \(4.0\times10^{-4}\) to \(6.3\times10^{-3}\), a factor of 16.

## The dipolar limit

In a uniaxial ferroelectric, the dipolar energy adds \(D\cos^2\theta\) to the mode stiffness, where \(\theta\) is the angle between \(\mathbf q\) and the polar axis. Let \(B=a+gq^2\ll D\). Substituting \(\cos\theta=\sqrt{B/D}\,y\) gives

\[
\int_{-1}^{1}\frac{d\cos\theta}{(B+D\cos^2\theta)^2}
\simeq\frac1{\sqrt D\,B^{3/2}}\int_{-\infty}^{\infty}\frac{dy}{(1+y^2)^2}
=\frac{\pi}{2\sqrt D\,B^{3/2}} .
\]

The integral that controlled the heat capacity becomes

\[
\frac1{4\pi^2}\int_0^\Lambda q^2dq\,\frac{\pi}{2\sqrt D(a+gq^2)^{3/2}}
\simeq\frac{1}{16\pi\sqrt D\,g^{3/2}}\ln\frac1a+\text{constant},
\]

because for \(q\gg\sqrt{a/g}\) the integrand falls as \(1/q\). In scaled units with \(D=g=\Lambda=1\), reducing \(a\) from \(10^{-8}\) to \(10^{-10}\) raises the short-range integral by a factor of 10, but the dipolar one by about 1.26. The power-law interval therefore applies while \(D\) is negligible compared with \(a+gq^2\) at \(q\sim1/\xi\), and not in the strongly dipolar regime.

A real uniaxial ferroelectric is normally in that dipolar regime. In Hartree atomic units \(D=4\pi/\epsilon_b\), where \(\epsilon_b\) is the background permittivity. With \(\epsilon_b=5\), \(D\approx2.5\), whereas the example has \(a\approx8\times10^{-5}\) at \(t_G\). Integrating over \(q\) first, without a cutoff, shows that the dipolar energy multiplies the short-range heat-capacity correction by \(\operatorname{arsinh}(s)/s\), with \(s=\sqrt{D/a}\). Here this factor is about 0.03, so at \(t_G\) the correction is only a few per cent of the Landau jump instead of equal to it. The widths in kelvin given above belong to the short-range model and should not be read as predictions for such a crystal.

The classical assumption sets another boundary. If the transition is driven towards zero temperature, or suppressed altogether as in a quantum paraelectric, the mode variance is no longer given by equipartition and this estimate cannot be carried over unchanged. The remaining values are in the numerical output.

## Computed values

```
k_B Tc = 0.00125 hartree
Tc = 394.7 K
alpha = 0.050 atomic units
b = 2000 atomic units
g = 5.00 atomic units
xi0 = 10.00 bohr = 0.529 nm
heat-capacity jump = 5.000e-04 k_B/bohr^3
jump times xi0^3 = 0.5000 k_B
heat amplitude above Tc, scaled = 0.01989 (no unit)
heat amplitude below Tc, scaled = 0.05627 (no unit)
t_G, heat capacity above Tc = 1.5831e-03 (no unit)
interval above Tc = 0.625 K
xi at upper edge t_G = 251.3 bohr
coupling u at t_G = 25.133 (no unit)
|t|, heat capacity below Tc = 1.2666e-02 (no unit)
interval below Tc = 5.00 K
sphere variance factor = 0.1880 (no unit)
|t|, sphere criterion = 4.0282e-03 (no unit)
sphere criterion / t_G = 2.544 (no unit)
sphere interval = 1.59 K
t, susceptibility criterion = 5.6993e-02 (no unit)
susceptibility criterion / t_G = 36.00 (no unit)
susceptibility interval = 22.5 K
Change g at fixed jump and Tc:
xi0 = 5.0 bohr: t_G = 1.013e-01, width = 39.9934 K, 8 t_G = 8.106e-01, 36 t_G = 3.648e+00
xi0 = 10.0 bohr: t_G = 1.583e-03, width = 0.6249 K, 8 t_G = 1.267e-02, 36 t_G = 5.699e-02
xi0 = 20.0 bohr: t_G = 2.474e-05, width = 0.0098 K, 8 t_G = 1.979e-04, 36 t_G = 8.905e-04
power of xi0 when g changes = -6.0000 (no unit)
Change alpha at fixed g, b and Tc:
xi0 = 5.0 bohr: t_G = 3.958e-04 (no unit)
xi0 = 20.0 bohr: t_G = 6.333e-03 (no unit)
power of xi0 when alpha changes = 2.0000 (no unit)
Reduce a by 100, from 1e-8 to 1e-10 (scaled units):
short-range integral grows by factor 10.001
uniaxial dipolar integral grows by factor 1.261
```
